\section*{Midpoint shift of the 29Si doublet of an oxide E-prime centre}

\section{Problem}

An E-prime centre in SiO$_2$ is an unpaired electron held mainly in a dangling orbital of one silicon atom. If that atom is $^{28}$Si or $^{30}$Si, which have no nuclear spin, the centre gives a single resonance line. If it is $^{29}$Si, with nuclear spin $I=1/2$, the hyperfine coupling splits the line in two.

A spectrum is recorded at the fixed microwave frequency $\nu=9.5$ GHz by sweeping the static field $B$, with the microwave field perpendicular to it. The isotropic coupling constant $a$, an energy, is given in field units as
\begin{equation}
A=\frac{|a|}{g\mu_B}=42\ \text{mT},
\end{equation}
where $\mu_B$ is the Bohr magneton and $g=2.0005$ is a rough typical value for this centre. The field of the central, unsplit line is
\begin{equation}
B_0=\frac{h\nu}{g\mu_B}=339.292\ \text{mT}.
\end{equation}
More digits are carried here than the rough $g$ deserves, because small differences between fields will be needed.

Does the midpoint of the doublet coincide with the central line? If not, in which direction is it displaced, and by how much? Estimate the displacement first, then find it from the energy levels without assuming that $A/B_0$ is small, and compare the two results.

Take $g$ and the coupling as isotropic, and leave out the nuclear Zeeman energy and the coupling to more distant nuclei. ``Downfield'' means towards lower field.

\section{A first estimate by scaling}

Divide all energies by $g\mu_B$, so that they are measured in mT. With the field along $z$ and $a>0$ for the moment, the Hamiltonian is
\begin{equation}
\mathcal H=B S_z+A\,\mathbf S\cdot\mathbf I
= B S_z+A S_zI_z+\frac A2\left(S_+I_-+S_-I_+\right).
\label{eq:H}
\end{equation}
The last form follows from $S_xI_x+S_yI_y=\tfrac12(S_+I_-+S_-I_+)$.

To first order in $A$, the term $AS_zI_z$ matters and the flip-flop term does not. When the electron spin turns over with the nuclear spin fixed at $m_I=\pm\frac12$, the transition energy is $B\pm A/2$. Setting it equal to $B_0$ gives lines at $B_0\mp A/2$, whose midpoint is $B_0$. The first-order displacement therefore cancels. The next term that can be formed from the two fields is of the size
\begin{equation}
\frac{A^2}{B_0}=\frac{42^2}{339.292}\ \text{mT}\approx5.2\ \text{mT},
\end{equation}
times a pure number.

The number and the sign come from the flip-flop term. Write the electron spin first and the nuclear spin second. The term couples $|{\uparrow\downarrow}\rangle$ to $|{\downarrow\uparrow}\rangle$ with matrix element $A/2$. These states are about $B$ apart, so second-order perturbation theory pushes the upper one up and the lower one down, each by
\begin{equation}
\frac{(A/2)^2}{B}=\frac{A^2}{4B}.
\end{equation}
The states $|{\uparrow\uparrow}\rangle$ and $|{\downarrow\downarrow}\rangle$ are not coupled to anything. Each electron transition joins one uncoupled state to one coupled state. In one case the lower end of the transition is pushed down, in the other the upper end is pushed up, so both transition energies rise by $A^2/(4B)$. At fixed frequency, the field must be reduced to compensate. With $B$ replaced by $B_0$ in the small term, the midpoint lies downfield by
\begin{equation}
\delta_{\rm est}=\frac{A^2}{4B_0}=1.2998\ \text{mT}\approx1.3\ \text{mT}.
\label{eq:est}
\end{equation}

\section{Exact solution of the model}

\subsection{The Breit--Rabi levels}

The operator $S_zI_z$ equals $+\frac14$ for parallel spins and $-\frac14$ for antiparallel spins. The uncoupled states thus have the energies
\begin{equation}
E_{\uparrow\uparrow}=\frac A4+\frac B2,\qquad
E_{\downarrow\downarrow}=\frac A4-\frac B2 .
\end{equation}
In the basis $|{\uparrow\downarrow}\rangle,|{\downarrow\uparrow}\rangle$ the remaining block is
\begin{equation}
-\frac A4\begin{pmatrix}1&0\\0&1\end{pmatrix}
+\frac12\begin{pmatrix}B&A\\A&-B\end{pmatrix}.
\end{equation}
The second matrix, without its factor $\frac12$, has zero trace and determinant $-(B^2+A^2)$. Its eigenvalues are $\pm R$, so
\begin{equation}
E_\pm=-\frac A4\pm\frac R2,\qquad R=\sqrt{B^2+A^2}.
\end{equation}
To find the states, set $B=R\cos2\varphi$ and $A=R\sin2\varphi$. Then
\begin{align}
|+\rangle&=\cos\varphi\,|{\uparrow\downarrow}\rangle+\sin\varphi\,|{\downarrow\uparrow}\rangle,\\
|-\rangle&=-\sin\varphi\,|{\uparrow\downarrow}\rangle+\cos\varphi\,|{\downarrow\uparrow}\rangle .
\end{align}
For example, the first component of the second matrix acting on $|+\rangle$ is $R(\cos2\varphi\cos\varphi+\sin2\varphi\sin\varphi)=R\cos\varphi$, as it must be.

At $B=B_0$ the levels, converted to frequency by $42\ \text{mT}\leftrightarrow1176$ MHz, are $5.0440$ GHz for $|{\uparrow\uparrow}\rangle$, $4.4923$ GHz for $|+\rangle$, $-4.4560$ GHz for $|{\downarrow\downarrow}\rangle$ and $-5.0802$ GHz for $|-\rangle$.

\subsection{Which transitions are seen}

A perpendicular microwave field acts through $S_x$, which turns over the electron spin and leaves the nuclear spin alone. Since $S_x|{\uparrow\uparrow}\rangle=\frac12|{\downarrow\uparrow}\rangle$ and $S_x|{\downarrow\downarrow}\rangle=\frac12|{\uparrow\downarrow}\rangle$,
\begin{equation}
|\langle-|S_x|{\uparrow\uparrow}\rangle|^2
=|\langle+|S_x|{\downarrow\downarrow}\rangle|^2
=\frac{\cos^2\varphi}{4}=\frac18\left(1+\frac BR\right).
\end{equation}
These are the two electron lines. At their respective fields the weights are $0.2489$ and $0.2492$, close to the value $\frac14$ of an uncoupled electron.

The other pairs must be excluded. The element between $|{\uparrow\uparrow}\rangle$ and $|{\downarrow\downarrow}\rangle$ vanishes because the nuclear spins differ. The element between $|+\rangle$ and $|-\rangle$ vanishes because $S_x|+\rangle$ contains parallel-spin states alone. Two pairs remain, with amplitudes proportional to $\sin\varphi$. Their energy differences are
\begin{equation}
E_{\uparrow\uparrow}-E_+=\frac A2-\frac{R-B}2,\qquad
E_{\downarrow\downarrow}-E_-=\frac A2+\frac{R-B}2 .
\end{equation}
As $0<R-B\le A$, neither exceeds $A$. They cannot match the microwave quantum if $B_0>A$, which holds here by a factor of eight.

\subsection{The resonance fields}

The two resonance conditions are
\begin{align}
E_{\uparrow\uparrow}-E_-&=\frac{B+R}2+\frac A2=B_0,\\
E_+-E_{\downarrow\downarrow}&=\frac{B+R}2-\frac A2=B_0 .
\end{align}
Both have the form
\begin{equation}
\frac{B+\sqrt{B^2+A^2}}2=w,\qquad w_{\rm low}=B_0-\frac A2,\quad w_{\rm high}=B_0+\frac A2 .
\end{equation}
Isolate the root and square:
\begin{align}
\sqrt{B^2+A^2}&=2w-B,\\
B^2+A^2&=4w^2-4wB+B^2 .
\end{align}
The terms $B^2$ cancel, and the remaining equation is linear in $B$:
\begin{equation}
B=w-\frac{A^2}{4w}.
\label{eq:field}
\end{equation}
Squaring has added no false solution, since $2w-B=w+A^2/(4w)$ is positive. The field itself is positive if $w>A/2$. The high-field line satisfies this at any frequency; the low-field line requires $B_0>A$, that is, a microwave frequency above 1176 MHz.

The numbers are
\begin{align}
B_{\rm low}&=318.292-1.3855=316.906\ \text{mT},\\
B_{\rm high}&=360.292-1.2240=359.068\ \text{mT}.
\end{align}

\subsection{Midpoint and splitting}

The mean of $w_{\rm low}$ and $w_{\rm high}$ is $B_0$. The displacement $\delta=B_0-\frac12(B_{\rm low}+B_{\rm high})$ is therefore the mean of the two subtracted terms:
\begin{align}
\delta&=\frac{A^2}8\left(\frac1{B_0-A/2}+\frac1{B_0+A/2}\right)
=\frac{A^2}8\,\frac{2B_0}{B_0^2-A^2/4}\nonumber\\
&=\frac{A^2B_0}{4B_0^2-A^2}.
\label{eq:delta}
\end{align}
Because $\delta>0$, the midpoint is downfield of the central line. Numerically, it lies at $337.987$ mT and
\begin{equation}
\delta=339.292-337.987\approx1.305\ \text{mT}.
\end{equation}

The splitting $D=B_{\rm high}-B_{\rm low}$ follows from the same fields:
\begin{align}
D&=A+\frac{A^2}4\left(\frac1{B_0-A/2}-\frac1{B_0+A/2}\right)
=A+\frac{A^3}{4B_0^2-A^2}\nonumber\\
&=\frac{4AB_0^2}{4B_0^2-A^2}=42.162\ \text{mT}.
\label{eq:D}
\end{align}
The splitting exceeds the coupling constant by $0.162$ mT. Dividing (\ref{eq:delta}) by (\ref{eq:D}) gives the relation $\delta=AD/(4B_0)$.

If the quoted 42 mT were the measured splitting instead of the coupling constant, (\ref{eq:D}) would have to be solved for $A$. It becomes $DA^2+4B_0^2A-4B_0^2D=0$, with the positive root
\begin{equation}
A=\frac{2B_0}{D}\left(\sqrt{B_0^2+D^2}-B_0\right).
\end{equation}
For $D=42$ mT this gives $A=41.840$ mT and $\delta=1.295$ mT. The answer of about 1.3 mT does not depend on which meaning was intended.

\subsection{The sign of the coupling}

The nuclear $g$ factor of $^{29}$Si is negative, so positive spin density at the nucleus gives $a<0$. Replacing $A$ by $-A$ in the resonance conditions leaves $R$ unchanged and exchanges $w_{\rm low}$ with $w_{\rm high}$. The nuclear states belonging to the two lines change places, but the line fields do not move. The line positions in this model fix $|a|$ and not its sign.

\section{Comparison of the estimate with the exact result}

The ratio of (\ref{eq:delta}) to (\ref{eq:est}) is
\begin{equation}
\frac{\delta}{\delta_{\rm est}}=\frac{1}{1-A^2/(4B_0^2)} .
\end{equation}
Here the estimate is $0.005$ mT below the exact $1.3048$ mT, or 0.4\% of it. This is better than the ratio $A/B_0\approx0.12$ might suggest. For the separate lines, the shifts from $w$ are $1.3855$ and $1.2240$ mT, which differ from the estimate by about 6 to 7\% in opposite directions. Expanding $A^2/(4w)$ shows why:
\begin{equation}
\frac{A^2}{4(B_0\mp A/2)}=\frac{A^2}{4B_0}\left(1\pm\frac A{2B_0}+\frac{A^2}{4B_0^2}\pm\dots\right).
\end{equation}
The correction linear in $A/B_0$ cancels from the midpoint and goes into the splitting.

The estimate becomes poor when $B_0$ approaches $A$. At $B_0=A$ the low-field line reaches zero field, the exact displacement is $A/3$, and the estimate gives $A/4$. Below that frequency the low-field electron line is absent, and the midpoint defined here no longer exists. For $A/2<B_0<A$ the transition between $|{\downarrow\downarrow}\rangle$ and $|-\rangle$, excluded above for $B_0>A$, can appear in its place. In the opposite limit, the displacement falls as $1/\nu$ at fixed $A$ and $g$. At 35 GHz it is $0.353$ mT, while the splitting tends to $A$. A comparison of the two frequencies thus separates this displacement from one caused by a true difference in $g$, which in field units would grow in proportion to $\nu$.

The same physics can be read at fixed field. At $B=B_0$ the mean frequency of the two transitions exceeds $\nu$ by
\begin{equation}
\frac{g\mu_B}{h}\,\frac{\sqrt{B_0^2+A^2}-B_0}{2}\;\rightarrow\;36.25\ \text{MHz}.
\end{equation}
Converted to field, this is $36.25\times42/1176\approx1.295$ mT. It is slightly different from $\delta$ because the two lines of a swept spectrum are met at two different fields, neither of which is $B_0$.

If the midpoint were taken for the field that determines $g$, the result would be
\begin{equation}
g_{\rm app}=g\,\frac{B_0}{B_0-\delta}=2.0082
\end{equation}
instead of $2.0005$. This excess is not a property of the electronic $g$ factor; it comes from the flip-flop term.

\section{The model beside a real oxide}

A coupling near 42 mT and a $g$ factor slightly above 2.000 are rough typical values for the common E$'_\gamma$ centre of silica glass, and 9.5 GHz is an ordinary spectrometer frequency. For that centre none of the inputs is far from the real case. Other E-prime variants have different couplings, roughly 49 mT for E$'_\alpha$ and 10 mT for E$'_\delta$, for which (\ref{eq:delta}) gives about $1.8$ and $0.07$ mT. Roughly one silicon atom in twenty is $^{29}$Si in natural material, so the doublet is weak beside the central line. A real amorphous oxide breaks the assumptions of an isotropic coupling, a single value of $A$ and an isotropic $g$. The sizes of these effects are found below from rough inputs, one effect at a time.

\paragraph{Anisotropic coupling.} Let a dipolar part of 2 mT make the coupling axial, with $A_\parallel=42+4=46$ mT and $A_\perp=42-2=40$ mT. For a field along the axis, the term $S_zI_z$ carries $A_\parallel$ and the flip-flop term carries $A_\perp$. The derivation above then gives $w=B_0\mp A_\parallel/2$ and $B=w-A_\perp^2/(4w)$, hence
\begin{equation}
\delta_\parallel=\frac{A_\perp^2B_0}{4B_0^2-A_\parallel^2}=1.184\ \text{mT}.
\end{equation}
For a field across the axis, the two transverse constants are $A_\perp$ and $A_\parallel$. The antiparallel pair is now coupled by $(A_\perp+A_\parallel)/4$, and the parallel pair by an element of magnitude $|A_\parallel-A_\perp|/4$. Each transition has one end in each pair, so to second order its energy rises by the sum of both squares divided by $B$:
\begin{equation}
\delta_\perp\approx\frac{(A_\parallel+A_\perp)^2+(A_\parallel-A_\perp)^2}{16B_0}
=\frac{A_\parallel^2+A_\perp^2}{8B_0}\approx1.37\ \text{mT}.
\end{equation}
Numerical diagonalization of the $4\times4$ Hamiltonian, with a root search for the resonance fields, gives $1.374$ mT. The same method, averaged over all field directions with equal weight per solid angle, gives $1.311$ mT. This is the mean of the midpoints; the peaks of a recorded powder spectrum need not have the same midpoint, and finding them would require a line-shape calculation.

\paragraph{Disorder.} Bond angles vary in a glass, and $A$ varies with them. Differentiate (\ref{eq:field}) at fixed $B_0$, using $dw/dA=\mp\frac12$ with the upper sign for the low-field line:
\begin{align}
\frac{dB}{dA}&=\mp\frac12-\frac A{2w}\mp\frac{A^2}{8w^2}
=\mp\frac12\left(1\pm\frac A{2w}\right)^2\nonumber\\
&=\mp\frac12\left(\frac{B_0}{B_0\mp A/2}\right)^2 .
\end{align}
The last step uses $w\pm A/2=B_0$. The slopes are $-0.568$ for the low-field line and $+0.443$ for the high-field line. A small spread in $A$ therefore broadens the low-field line about 1.28 times as much as the high-field line, if other sources of width are absent. The anisotropic coupling above is such a source, of similar size, and it acts the other way. In a powder with $A_\parallel=46$ mT and $A_\perp=40$ mT and no disorder, the root-mean-square width of the low-field line is about 0.88 of that of the high-field line. Adding a Gaussian spread of $A$ with a standard deviation of 2 mT brings the ratio to about 1.08. For a change of $\pm2$ mT in $A$, the displacement of the midpoint changes by about $\pm0.125$ mT.

\paragraph{Anisotropic $g$.} If $g$ ranges from 2.0004 to 2.0018 with orientation, the central line is spread over $0.237$ mT. This is 18\% of $\delta$, so the point of the central line chosen as reference matters when the displacement is measured.

\paragraph{Nuclear Zeeman energy.} This adds $-\kappa BI_z$ to (\ref{eq:H}), with $\kappa=g_n\mu_N/(g\mu_B)$, where $g_n=-1.11$ and $\mu_N$ is the nuclear magneton. The parallel states move to $\frac A4\pm\frac12(1-\kappa)B$, and in $R$ the field $B$ is replaced by $(1+\kappa)B$. For $B\gg A$, the part of the transition energy common to both lines is
\begin{equation}
\frac{(1-\kappa)B}2+\frac12\sqrt{(1+\kappa)^2B^2+A^2}
\approx B+\frac{A^2}{4(1+\kappa)B}.
\end{equation}
The terms linear in $\kappa B$ cancel, and $\delta$ changes by the small fraction $-\kappa$. Diagonalization with $a<0$ gives an increase of $0.0004$ mT, which is negligible beside the other effects.

With these inputs, the anisotropic coupling and the disorder in $A$ each alter the displacement by up to roughly a tenth. When either acts alone, the displacement remains downfield and lies between about 1.2 and 1.4 mT. When both act together, the range is wider.
